# Binding of a donor's last electron through second order in inverse charge

## Problem

A donor of central charge \(Z\) binds two electrons in a spin singlet. The conduction band has one minimum and an isotropic mass \(m\); the host screens with a static dielectric constant \(\varepsilon\). The case \(Z=1\) is the overcharged single donor D⁻, and \(Z=2\) is the neutral double donor.

Expand the two-electron ground energy \(E_2(Z)\) in falling powers of \(Z\), through second order in the electron repulsion. From it find the binding of the last electron,

\[
I(Z)=E_1(Z)-E_2(Z),\qquad E_1=-\tfrac12 Z^2 ,
\]

where \(E_1\) is the energy with one electron left. Compare the errors for \(Z=1\) and \(Z=2\), taking \(m=0.10\,m_0\) and \(\varepsilon=10\).

Energies are in effective hartrees and lengths in effective Bohr radii:

\[
\mathrm{Ha}^*=27.211\ \mathrm{eV}\times\frac{0.10}{10^2}=27.211\ \mathrm{meV},\qquad
a^*=0.05292\ \mathrm{nm}\times\frac{10}{0.10}=5.292\ \mathrm{nm}.
\]

## A tempting solution

Put both electrons in the orbital \(e^{-\zeta r}\). Each has kinetic energy \(\zeta^2/2\) and attraction \(-Z\zeta\). The repulsion is \(5\zeta/8\), as derived below. Then

\[
E(\zeta)=\zeta^2-2Z\zeta+\tfrac58\zeta ,
\]

which is lowest at \(\zeta=Z-\tfrac5{16}\), where

\[
E=-\left(Z-\tfrac5{16}\right)^2=-Z^2+\tfrac58Z-\tfrac{25}{256}.
\]

This has a term in \(Z^2\), one in \(Z\) and a constant, so it looks like the expansion through second order. It would give

\[
I(1)=-\tfrac18+\tfrac{25}{256}=-0.0273,\qquad I(2)=\tfrac34+\tfrac{25}{256}=0.8477,
\]

or \(-0.74\) and \(23.07\) meV. D⁻ would seem not to exist.

## Where it fails

The formula has the right powers, but its constant is not the second-order coefficient. The trial function can change the size of the charge cloud; it cannot let one electron avoid the other. Its energy is an upper bound, so its constant is an upper bound on the true coefficient.

The conclusion about D⁻ fails too. An upper bound on \(E_2\) gives a lower bound on \(I\), and a negative lower bound does not exclude binding.

## The expansion

The Hamiltonian is

\[
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac Z{r_1}-\frac Z{r_2}+\frac1{r_{12}} .
\]

Measure lengths in units of \(1/Z\). Kinetic terms gain a factor \(Z^2\), as do the attractions, while the repulsion gains \(Z\). Hence

\[
H=Z^2(h_0+\lambda V),\qquad \lambda=\frac1Z,\quad V=\frac1u,\quad u=|\mathbf r_1-\mathbf r_2| ,
\]

where \(h_0\) is the Hamiltonian of two independent electrons at unit charge. Its ground state is \(\psi_0=e^{-s}/\pi\), with \(s=r_1+r_2\) and energy \(-1\). Therefore

\[
E_2=-Z^2+e_1Z+e_2+\frac{e_3}Z+\cdots .
\]

**First order.** The density \(e^{-2r}/\pi\) produces the potential

\[
\Phi(r)=\frac1r\int_0^r4x^2e^{-2x}dx+\int_r^\infty4xe^{-2x}dx
=\frac1r-\left(1+\frac1r\right)e^{-2r}.
\]

Averaging it over the other electron gives

\[
e_1=\int_0^\infty4r^2e^{-2r}\Phi\,dr=1-\frac14-\frac18=\frac58 .
\]

**Second order.** Collecting powers of \(\lambda\) in the Schrödinger equation gives

\[
(h_0+1)\psi_1=-(V-e_1)\psi_0,\qquad
(h_0+1)\psi_2=e_2\psi_0-(V-e_1)\psi_1 .
\]

Projecting the second equation on \(\psi_0\) yields \(e_2=\langle\psi_0|V-e_1|\psi_1\rangle\). Now consider

\[
J[\chi]=\langle\chi|h_0+1|\chi\rangle+2\langle\chi|V-e_1|\psi_0\rangle .
\]

For \(\chi=\psi_1+\eta\), the terms linear in \(\eta\) cancel by the first equation, leaving \(J=e_2+\langle\eta|h_0+1|\eta\rangle\). Since \(-1\) is the lowest level of \(h_0\), every trial \(\chi\) gives \(J\ge e_2\).

Write \(\chi=f\psi_0\). Because \((h_0+1)\psi_0=0\),

\[
(h_0+1)(f\psi_0)=-\frac1{2\psi_0}\sum_{i=1}^2\nabla_i\cdot(\psi_0^2\nabla_if).
\]

Multiplication by \(f\psi_0\) and integration by parts give

\[
J=\tfrac12\Big\langle\sum_i|\nabla_if|^2\Big\rangle+2\Big\langle f\Big(\frac1u-\frac58\Big)\Big\rangle ,
\]

with averages over \(\psi_0^2\).

## A bound by hand

Take \(f=as+bu\). The gradients of \(s\) are the unit vectors \(\hat{\mathbf r}_1,\hat{\mathbf r}_2\); those of \(u\) are \(\hat{\mathbf u},-\hat{\mathbf u}\), with \(\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u\). The coefficients of \(a^2\) and \(b^2\) are therefore 1. The cross term is \(2ab\,\langle\hat{\mathbf r}_1\cdot\hat{\mathbf u}\rangle\), by exchange symmetry. Using \(\nabla_1\psi_0^2=-2\hat{\mathbf r}_1\psi_0^2\) and \(\nabla_1^2u=2/u\),

\[
\langle\hat{\mathbf r}_1\cdot\hat{\mathbf u}\rangle
=-\tfrac12\int\nabla_1\psi_0^2\cdot\nabla_1u
=\tfrac12\Big\langle\frac2u\Big\rangle=\frac58 .
\]

The source terms need three averages. First, \(\langle s\rangle=3\), since each \(\langle r\rangle=\tfrac32\).

For \(\langle s/u\rangle\), use the normalized density \(\zeta^6e^{-2\zeta s}/\pi^2\), for which \(\langle1/u\rangle=5\zeta/8\). Differentiation at \(\zeta=1\) gives \(6\cdot\tfrac58-2\langle s/u\rangle=\tfrac58\), so \(\langle s/u\rangle=\tfrac{25}{16}\).

For \(\langle u\rangle\), let \(r\) be the larger radius and \(x\) the smaller. The average of \(u\) over angles is

\[
\frac{(r+x)^3-(r-x)^3}{6rx}=r+\frac{x^2}{3r}.
\]

Either electron may be the outer one, which gives a factor 2. Integrating over \(r\) from \(x\) to infinity, then over \(x\),

\[
\langle u\rangle=32\int_0^\infty e^{-4x}\left(\tfrac23x^5+\tfrac56x^4+\tfrac34x^3+\tfrac38x^2\right)dx=\frac{35}{16}.
\]

The sources are thus

\[
v_s=\frac{25}{16}-\frac{15}8=-\frac5{16},\qquad
v_u=1-\frac58\cdot\frac{35}{16}=-\frac{47}{128},
\]

and

\[
J=a^2+b^2+\tfrac54ab+2av_s+2bv_u .
\]

With \(b=0\) the minimum is \(-v_s^2=-25/256\), the constant of the tempting solution. With both terms, the conditions

\[
a+\tfrac58b=\tfrac5{16},\qquad \tfrac58a+b=\tfrac{47}{128}
\]

give \(a=85/624\) and \(b=11/39\). At the minimum \(J=av_s+bv_u\), so

\[
e_2\le-\frac{1459}{9984}=-0.1461 .
\]

Positive \(b\) raises the amplitude at large separation: this is the avoidance that was missing. Since \(1459/9984>1/8\), the second-order formula must give binding for D⁻.

## The converged coefficient

To go further, let \(f\) contain all nonconstant products \(s^it^{2j}u^k\) with \(i+2j+k\le6\), where \(t=r_1-r_2\). The equations remain linear. At fixed radii \(u\,du=-r_1r_2\,d\cos\theta\), and \(4r_1r_2=s^2-t^2\). For functions even in \(t\) the volume element becomes \(2\pi^2u(s^2-t^2)\,ds\,dt\,du\) on \(0\le t\le u\le s\). Integrating over \(t\), \(u\) and \(s\) in turn,

\[
\int s^at^bu^ce^{-2s}\,dt\,du\,ds=\frac{(a+b+c+2)!}{2^{a+b+c+3}(b+1)(b+c+2)} .
\]

The cosine rule for \(\hat{\mathbf r}_i\cdot\hat{\mathbf u}\) turns the gradient term into

\[
\tfrac12\sum_i|\nabla_if|^2=f_s^2+f_t^2+f_u^2+2f_u\frac{s(u^2-t^2)f_s+t(s^2-u^2)f_t}{u(s^2-t^2)} ,
\]

where subscripts denote derivatives. Numerical solution of the linear equations gives the bound \(e_2\le-0.15766\); larger bases lower it by less than \(10^{-5}\), to \(-0.157666\).

A separate route sums the second-order formula over pairs of one-electron states with equal angular momentum \(l\). The states came from diagonalization in 18 radial functions for each \(l\le7\), and a fitted tail was added for higher \(l\). This sum gives \(-0.15764\). The two differ by \(2\times10^{-5}\), which is negligible here. The required formula is

\[
I(Z)\simeq\frac{Z^2}2-\frac{5Z}8+0.1577 .
\]

## The two donors compared

The errors need a reference for the same Hamiltonian. It was computed variationally with 50 functions: the same polynomials, constant included, times \(e^{-ks}\cosh(gkt)\). This factor allows one electron to be tighter than the other; \(k\) and \(g\) were chosen by a scan. The energies are \(E_2=-0.52775\) for \(Z=1\) and \(-2.90372\) for \(Z=2\). Enlarging the basis from 34 to 50 functions lowered them by less than \(10^{-5}\).

| | \(Z=1\) | \(Z=2\) |
|---|---:|---:|
| \(I\), first order (Ha*) | −0.1250 | 0.7500 |
| \(I\), second order (Ha*) | 0.0327 | 0.9077 |
| \(I\), reference (Ha*) | 0.02775 | 0.90372 |
| \(I\), second order (meV) | 0.889 | 24.70 |
| \(I\), reference (meV) | 0.755 | 24.59 |
| Error (meV) | 0.134 | 0.107 |
| Error relative to reference | 17.7 % | 0.44 % |

The absolute errors differ by a factor of 1.25, the relative errors by about 40. For D⁻ the sum \(0.5000-0.6250+0.1577\) nearly cancels, so a small absolute error falls on a small remainder. A one-per-cent change of \(e_2\) would move \(I(1)\) by about 5 % and \(I(2)\) by 0.2 %.

The first omitted term explains the sign of the errors. Subtracting the reference binding from the second-order one leaves \(e_3/Z+\cdots\). Choose \(\langle\psi_0|\psi_1\rangle=0\). The third-order equation projected on \(\psi_0\) gives \(e_3=\langle\psi_0|V-e_1|\psi_2\rangle\), and the equations for \(\psi_1\) and \(\psi_2\) turn this into

\[
e_3=-\langle\psi_1|h_0+1|\psi_2\rangle=\langle\psi_1|V-e_1|\psi_1\rangle=0.0087 ,
\]

evaluated with the polynomial \(f\). Alone it predicts errors of 0.0087 and 0.0043 Ha*, a ratio of two. The actual errors are 0.0049 and 0.0039 Ha*. What remains beyond third order is \(-0.0038\) for \(Z=1\) and \(-0.0004\) for \(Z=2\), so the higher terms cancel about 43 % of the third-order estimate for \(Z=1\) and 9 % for \(Z=2\). At large \(Z\), where \(I\simeq Z^2/2\), the relative error falls as \(2e_3/Z^3\).

## What a real donor changes

The chosen mass and dielectric constant are roughly those of CdTe, whose conduction minimum lies at the zone centre. Si, Ge and common SiC polytypes have several anisotropic valleys, so these energies should not be assigned to their donors.

Three effects are sized here, the first being screening. Static screening of the electrons requires the lattice to follow them, but the one-electron binding is 13.6 meV for \(Z=1\) and 54.4 meV for \(Z=2\), against an optical phonon energy of roughly 21 meV. With the mass fixed, replacing \(\varepsilon=10\) by a rough high-frequency value of 7 multiplies the energies by \((10/7)^2\). The reference bindings become 1.54 and 50.2 meV. This swap shows only how the energies scale with \(\varepsilon\), and it greatly overstates the lattice effect. The donor charge is fixed, so it is always screened statically; only the polarization caused by the electrons can lag. Even a lattice that sees only the averaged electron cloud changes \(E_1\) by \(-\tfrac c2\cdot\tfrac58Z\), with \(c=10/7-1\), whereas the swap gives \(-cZ^2\) to first order. Second-order electron–phonon coupling with these parameters raises the one-electron binding by about 0.8 and 2.9 meV, not by 14 and 57 meV; a rough estimate of the same order puts the shifts of \(I\) near 0.1 and 2 meV.

The donor core also acts at short range. As an illustration of a weak core, take an attractive well of depth 5 eV and radius 0.15 nm, the same for both donors; many real double donors have far stronger cores and are deep levels outside this model. To first order, it raises \(I\) by depth times volume times the electron density gained at the centre when the last electron is added. The reference wavefunctions give gains of 0.011 and 1.074 \(a^{*-3}\), hence shifts of 0.005 and 0.51 meV. For nonparabolicity, a rough guide, not derived here, is a relative change of \(I\) of the order of one-electron binding over gap. For a gap of roughly 1.5 eV this means about 0.01 and 0.9 meV. The guide gives neither sign nor prefactor: a two-band dispersion with this gap lowers \(I\) by about 0.02 meV for D⁻ and raises it by about 3 meV for the double donor. For the double donor all three effects exceed the series error of 0.107 meV; for D⁻, the last two lie below its 0.134 meV.

Thermal energy is 0.36 meV at 4.2 K, already about half the D⁻ binding, and 25.9 meV at 300 K. This comparison alone does not give the occupation, which also depends on the supply of electrons. In equilibrium without extra electrons D⁻ is rare even at 4.2 K, because moving an electron from one neutral donor to another costs about \(13.6-0.8\simeq12.9\) meV before rounding. The last electron of D⁻ has an amplitude tail of length \(a^*/\sqrt{2I}=22.5\) nm, with \(I\) in Ha*. At \(10^{14}\ \mathrm{cm^{-3}}\) the spacing \(n^{-1/3}\) is 215 nm, and for randomly placed donors the mean nearest neighbour lies at 119 nm. Overlap between centres is small; at much higher density it is not. Small overlap does not remove the Coulomb potential of charged neighbours: one singly charged donor at 215 nm changes the electron's potential energy by about 0.7 meV. Most of this shift is shared by a free electron nearby and does not change the binding; over one tail length the potential energy varies by about 0.07 meV, a tenth of the D⁻ binding, and by about 0.3 meV if the charge sits at 119 nm. A positive neighbour also makes the state metastable: at 215 nm the barrier toward it ends about 114 nm from the D⁻ centre.
